**Second-harmonic cancellation in a symmetric capacitive discharge**

Two identical sheaths with uniform ion density n, in series under a current density J0 cos θ, have the total voltage V = (2 e n S s0/ε0) sin θ, where S is the mean sheath width, s0 = J0/(e n ω) is the width amplitude and θ = ωt. The program integrates the electron displacement from the current, counts the charge on a grid across the gap and integrates Poisson's equation. It asserts that both wall displacement currents match the drive, that each fully collapsing sheath has a second harmonic of 25% of its fundamental, and that the total is a pure sine within the grid tolerance. It also asserts the total-voltage formula for sheaths that stay partly open and the second-harmonic formula for unequal electrode areas. For the ammonia example, the output shows 15.17 V of second harmonic in each sheath and a total fundamental of 121.39 V, with a numerical second-to-first ratio of about 1e-16. An area ratio of 1.5 restores a second harmonic of 9.62%. Separate estimates with falling ion density, Boltzmann electrons and particle conduction keep the second harmonic cancelled but leave third harmonics between 0.58% and 3.01% of the fundamental.

## Verification by program

```python
"""
Result under test: two identical uniform-ion sheaths in series, carrying a
sinusoidal current, each have a second-harmonic voltage, but their total is
V = (2 e n S s0 / eps0) sin(theta), with no harmonics.
n: ion density; S: mean sheath width; s0: width amplitude J0/(e n omega);
J0: current-density amplitude; theta: omega*t; Ua, Ub: plasma minus electrode
potential; V = Ub - Ua. SI units inside; electron temperature Te is in volts.
The program also sizes effects left out of the uniform-ion model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq

e, eps0, me = const.e, const.epsilon_0, const.m_e

# Round, rough parameters for a low-pressure ammonia discharge
frequency = 13.56e6
n = 1e15
J0 = 25.0
Te = 3.0
gap = 0.030
pressure = 0.020 * const.torr
gas_temperature = 300.0
collision_coefficient = 1e-13
ion_mass_u = 14.007 + 4 * 1.008
ion_mass = ion_mass_u * const.atomic_mass
area_ratio = 1.5

omega = 2 * np.pi * frequency
q0 = J0 / omega
s0 = q0 / (e * n)
K = e * n / (2 * eps0)
V1 = 4 * K * s0**2
debye = np.sqrt(eps0 * Te / (e * n))
theta = 2 * np.pi * np.arange(128) / 128


def harmonic(signal, order):
    """Complex Fourier amplitude of a signal sampled over one period."""
    return 2 * np.fft.rfft(signal)[order] / len(signal)


def ratio(signal, order):
    return abs(harmonic(signal, order)) / abs(harmonic(signal, 1))


def solve_gap(width_a, width_b, cells=6000):
    """Count charge on a grid and integrate Poisson's equation over the gap."""
    dx = gap / cells
    left = dx * np.arange(cells)
    middle = cells // 2
    rows = []
    for wa, wb in zip(width_a, width_b):
        bare = np.clip((wa - left) / dx, 0, 1)
        bare += np.clip((left + dx - gap + wb) / dx, 0, 1)
        field = np.concatenate(([0.0], np.cumsum(e * n * bare * dx / eps0)))
        field -= field[middle]
        drop = 0.5 * (field[1:] + field[:-1]) * dx
        rows.append((-drop[:middle].sum(), drop[middle:].sum(),
                     drop.sum(), field[0], field[-1]))
    return np.array(rows).T


# Electron displacement follows from the current, not from a width formula
shift = np.array([quad(lambda a: -J0 * np.cos(a) / (e * n * omega), 0, t)[0]
                  for t in theta])
width_a = shift - shift.min()
width_b = shift.max() - shift
Ua, Ub, total, field_a, field_b = solve_gap(width_a, width_b)

# The displacement current at both walls must equal the driving current
for wall_field in (field_a, field_b):
    spectrum = np.fft.rfft(wall_field)
    slope = np.fft.irfft(1j * np.arange(len(spectrum)) * spectrum, len(theta))
    assert np.max(abs(eps0 * omega * slope - J0 * np.cos(theta))) < 1e-6 * J0

# Grid error is of order (cell size / sheath width)^2, below 1e-4
assert np.max(abs(total - V1 * np.sin(theta))) < 1e-4 * V1
assert np.max(abs(Ua - K * width_a**2)) < 1e-4 * V1
assert abs(ratio(Ua, 2) - 0.25) < 1e-4
assert abs(ratio(Ub, 2) - 0.25) < 1e-4
assert abs(harmonic(Ua, 2) - harmonic(Ub, 2)) < 1e-4 * V1
assert abs(harmonic(Ua, 1) + harmonic(Ub, 1)) < 1e-4 * V1
assert ratio(total, 2) < 1e-4 and ratio(total, 3) < 1e-4

# The result also holds when the sheaths do not fully collapse
wide_a, wide_b, wide_total, _, _ = solve_gap(width_a + 0.3 * s0,
                                              width_b + 0.3 * s0)
assert np.max(abs(wide_total - 1.3 * V1 * np.sin(theta))) < 1e-4 * V1
assert abs(ratio(wide_a, 2) - 1 / (4 * 1.3)) < 1e-4

# Same total current through unequal electrode areas
_, _, unequal, _, _ = solve_gap(width_a, width_b / area_ratio)
Ga = J0**2 / (eps0 * e * n * omega**2)
Gb = Ga / area_ratio**2
unequal_formula = abs(Ga - Gb) / (4 * (Ga + Gb))
assert abs(ratio(unequal, 2) - unequal_formula) < 1e-4

# Falling ion density: phi labels where the moving electron edge passes
phi = np.linspace(0, np.pi, 20001)
mean_shape = np.maximum(np.sin(phi) - phi * np.cos(phi), 0)
cycle = 2 * np.pi * np.arange(200000) / 200000
sample_phi = 2.0
direct_mean = np.mean(np.maximum(np.cos(cycle) - np.cos(sample_phi), 0))
formula_mean = (np.sin(sample_phi) - sample_phi * np.cos(sample_phi)) / np.pi
assert abs(direct_mean - formula_mean) < 1e-6


def ion_speed(edge_density):
    """Ion speed over Bohm speed in the time-averaged sheath field."""
    strength = q0**2 / (np.pi * eps0 * e * edge_density * Te)
    return 1 + strength * cumulative_trapezoid(np.sin(phi) * mean_shape,
                                                phi, initial=0)


def profile_width(edge_density):
    return q0 / (e * edge_density) * trapezoid(
        np.sin(phi) * ion_speed(edge_density), phi)


# Edge density chosen so that the mean density over the full sheath is n
edge_density = brentq(lambda d: profile_width(d) - 2 * s0, n, 30 * n)
speed = ion_speed(edge_density)
dx_dphi = q0 / (e * edge_density) * np.sin(phi) * speed
mean_drop = trapezoid(q0 * mean_shape / (np.pi * eps0) * dx_dphi, phi)
assert abs((speed[-1]**2 - 1) * Te / 2 / mean_drop - 1) < 1e-5


def profile_law(inverse_density):
    """Voltage against q/q0 for a static ion profile of full width 2*s0."""
    step = np.sin(phi) * inverse_density
    step = step * 2 * s0 / trapezoid(step, phi)
    first = cumulative_trapezoid(step, phi, initial=0)
    second = cumulative_trapezoid(step * np.cos(phi), phi, initial=0)
    voltage = q0 / eps0 * (np.cos(phi) * (first[-1] - first)
                          - (second[-1] - second))
    return lambda x: np.interp(np.arccos(np.clip(x - 1, -1, 1)), phi, voltage)


charge_a, charge_b = 1 - np.sin(theta), 1 + np.sin(theta)
uniform_law = profile_law(np.ones_like(phi))
assert np.max(abs(uniform_law(charge_a) - K * s0**2 * charge_a**2)) < 1e-5 * V1
free_law = profile_law(speed)
collisional_law = profile_law(np.sqrt(mean_shape))
free_total = free_law(charge_b) - free_law(charge_a)
collisional_total = collisional_law(charge_b) - collisional_law(charge_a)
for profile_total in (free_total, collisional_total):
    assert ratio(profile_total, 2) < 1e-6
    assert ratio(profile_total, 3) > 1e-3

# Boltzmann electrons: check the first integral by integrating Poisson's law
edge = solve_ivp(lambda x, y: [y[1], -np.expm1(-y[0])], (0, 20),
                 [1e-4, 1e-4], rtol=1e-9, atol=1e-12)
u_end, field_end = edge.y[:, -1]
assert abs(field_end**2 / 2 / (u_end + np.expm1(-u_end)) - 1) < 1e-6
voltage_grid = np.linspace(0, 1.3 * V1, 400001)
charge_grid = np.sqrt(np.maximum(2 * eps0 * e * n * (
    voltage_grid + Te * np.expm1(-voltage_grid / Te)), 0)) / q0
smooth_a = np.interp(charge_a, charge_grid, voltage_grid)
smooth_b = np.interp(charge_b, charge_grid, voltage_grid)
smooth_total = smooth_b - smooth_a
assert ratio(smooth_total, 2) < 1e-6

# Particle conduction: steady ion loss and a pulse of electrons at collapse
bohm_speed = np.sqrt(e * Te / ion_mass)
ion_flux = edge_density * bohm_speed
electron_flux = edge_density * np.sqrt(8 * e * Te / (np.pi * me)) / 4


def width_rate(angle, widths):
    net = electron_flux * np.exp(-K * widths**2 / Te) - ion_flux
    drive = s0 * np.cos(angle) * np.array([-1.0, 1.0])
    return drive + net / (n * omega)


cycles = 40
last = 2 * np.pi * (cycles - 1 + np.arange(513) / 512)
last[-1] = 2 * np.pi * cycles
flow = solve_ivp(width_rate, (0, 2 * np.pi * cycles), [1.2 * s0, 1.2 * s0],
                 method="LSODA", t_eval=last, max_step=0.1,
                 rtol=1e-8, atol=1e-11)
assert flow.success
assert np.max(abs(flow.y[:, -1] - flow.y[:, 0])) < 1e-5 * s0
flow_widths = flow.y[:, :-1]
assert flow_widths.min() > 0
arriving = np.mean(electron_flux * np.exp(-K * flow_widths**2 / Te), axis=1)
assert np.max(abs(arriving / ion_flux - 1)) < 1e-3
flow_a, flow_b = K * flow_widths**2
flow_total = flow_b - flow_a
assert ratio(flow_total, 2) < 1e-4

# Linear bulk voltage and the response of the ions to the driving frequency
gas_density = pressure / (const.k * gas_temperature)
collision_rate = collision_coefficient * gas_density
bulk_voltage = (J0 * me * abs(collision_rate + 1j * omega) / (e**2 * n)
                * (gap - 2 * s0))
ion_frequency = np.sqrt(e**2 * edge_density / (eps0 * ion_mass)) / (2 * np.pi)
transit = trapezoid(dx_dphi / (bohm_speed * speed), phi)


def show(label, value, unit="", style=".3f"):
    print(f"{label}: {value:{style}} {unit}".rstrip())


print("INPUTS (rough ammonia discharge)")
show("Frequency", frequency / 1e6, "MHz", ".2f")
show("Uniform ion density n", n / 1e6, "cm^-3", ".2e")
show("Current density amplitude J0", J0 / 10, "mA/cm2", ".2f")
show("Electron temperature", Te, "eV", ".1f")
show("Electrode gap", gap * 1e3, "mm", ".1f")
show("Gas pressure", pressure / const.torr * 1e3, "mTorr", ".1f")
show("Gas temperature", gas_temperature, "K", ".0f")
show("NH4+ mass", ion_mass_u, "u")
show("Electron collision coefficient", collision_coefficient * 1e6,
     "cm3/s", ".1e")
print("UNIFORM-ION SHEATHS")
show("Width amplitude s0", s0 * 1e3, "mm")
show("Largest sheath width", width_a.max() * 1e3, "mm")
show("Mean voltage of one sheath", Ua.mean(), "V", ".2f")
show("Peak voltage of one sheath", Ua.max(), "V", ".2f")
show("First harmonic of one sheath", abs(harmonic(Ua, 1)), "V", ".2f")
show("Second harmonic of one sheath", abs(harmonic(Ua, 2)), "V", ".2f")
show("Second/first in one sheath", 100 * ratio(Ua, 2), "%", ".2f")
show("First harmonic of total", abs(harmonic(total, 1)), "V", ".2f")
show("Second/first in total, numerical", ratio(total, 2), "", ".1e")
show("Third/first in total, numerical", ratio(total, 3), "", ".1e")
show("Capacitance of the pair", J0 / (omega * abs(harmonic(total, 1))) * 1e8,
     "pF/cm2")
show("Second/first in one sheath, S = 1.3 s0", 100 * ratio(wide_a, 2),
     "%", ".2f")
print("UNEQUAL AREAS")
show("Area ratio b/a", area_ratio, "", ".2f")
show("Second/first in total", 100 * ratio(unequal, 2), "%", ".2f")
print("EFFECTS LEFT OUT, EACH SIZED SEPARATELY")
show("Plasma-edge density, falling profile", edge_density / 1e6,
     "cm^-3", ".2e")
show("Wall density, falling profile", edge_density / speed[-1] / 1e6,
     "cm^-3", ".2e")
show("Total first harmonic, collisionless ions",
     abs(harmonic(free_total, 1)), "V", ".2f")
show("Total third/first, collisionless ions", 100 * ratio(free_total, 3),
     "%", ".2f")
show("Total first harmonic, collisional ions",
     abs(harmonic(collisional_total, 1)), "V", ".2f")
show("Total third/first, collisional ions",
     100 * ratio(collisional_total, 3), "%", ".2f")
show("Debye length", debye * 1e3, "mm")
show("Total third/first, Boltzmann edge", 100 * ratio(smooth_total, 3),
     "%", ".2f")
show("Ion current density", e * ion_flux / 10, "mA/cm2")
show("Mean width/s0 with conduction", flow_widths.mean() / s0)
show("Smallest width/s0 with conduction", flow_widths.min() / s0)
show("One-sheath second/first, conduction", 100 * ratio(flow_a, 2), "%", ".2f")
show("Total first harmonic, conduction", abs(harmonic(flow_total, 1)),
     "V", ".2f")
show("Total second/first, conduction", ratio(flow_total, 2), "", ".1e")
show("Total third/first, conduction", 100 * ratio(flow_total, 3), "%", ".2f")
show("Electron collision rate", collision_rate, "s^-1", ".2e")
show("Linear bulk voltage amplitude", bulk_voltage, "V", ".2f")
show("Ion plasma frequency at edge", ion_frequency / 1e6, "MHz", ".2f")
show("Ion transit time in driving periods", transit * frequency, "", ".2f")
print("checks complete")
```

It prints:

```
INPUTS (rough ammonia discharge)
Frequency: 13.56 MHz
Uniform ion density n: 1.00e+09 cm^-3
Current density amplitude J0: 2.50 mA/cm2
Electron temperature: 3.0 eV
Electrode gap: 30.0 mm
Gas pressure: 20.0 mTorr
Gas temperature: 300 K
NH4+ mass: 18.039 u
Electron collision coefficient: 1.0e-07 cm3/s
UNIFORM-ION SHEATHS
Width amplitude s0: 1.831 mm
Largest sheath width: 3.663 mm
Mean voltage of one sheath: 45.52 V
Peak voltage of one sheath: 121.39 V
First harmonic of one sheath: 60.69 V
Second harmonic of one sheath: 15.17 V
Second/first in one sheath: 25.00 %
First harmonic of total: 121.39 V
Second/first in total, numerical: 1.5e-16
Third/first in total, numerical: 2.0e-08
Capacitance of the pair: 0.242 pF/cm2
Second/first in one sheath, S = 1.3 s0: 19.23 %
UNEQUAL AREAS
Area ratio b/a: 1.50
Second/first in total: 9.62 %
EFFECTS LEFT OUT, EACH SIZED SEPARATELY
Plasma-edge density, falling profile: 2.61e+09 cm^-3
Wall density, falling profile: 3.84e+08 cm^-3
Total first harmonic, collisionless ions: 168.68 V
Total third/first, collisionless ions: 3.01 %
Total first harmonic, collisional ions: 159.95 V
Total third/first, collisional ions: 2.62 %
Debye length: 0.407 mm
Total third/first, Boltzmann edge: 0.76 %
Ion current density: 0.168 mA/cm2
Mean width/s0 with conduction: 1.417
Smallest width/s0 with conduction: 0.474
One-sheath second/first, conduction: 19.05 %
Total first harmonic, conduction: 167.65 V
Total second/first, conduction: 9.1e-10
Total third/first, conduction: 0.58 %
Electron collision rate: 6.44e+07 s^-1
Linear bulk voltage amplitude: 2.50 V
Ion plasma frequency at edge: 2.53 MHz
Ion transit time in driving periods: 4.75
checks complete
```
